# Radial nodes and radial maxima of hydrogen for n=2 and n=3: a program that tests the result

```python
# Result under test: hydrogen (atomic units, fixed nucleus), u(r) = r R_nl(r), P(r) = u^2.
#   2s: node 2, maxima of P at 3 -+ sqrt5        2p: maximum at 4
#   3s: nodes (9 -+ 3 sqrt3)/2, maxima 6 + 3 sqrt6 cos(theta - 2 pi j/3), cos(3 theta) = 5/(3 sqrt6)
#   3p: node 6, maxima 3 and 12                  3d: maximum at 9
# For nuclear charge Z and reduced mass m (in electron masses) lengths scale by 1/(Z m).
# Independent road: Galerkin diagonalization of -u''/(2m) + [l(l+1)/(2 m r^2) - Z/r] u
# in a Legendre basis vanishing at r = 0 and r = box; no hydrogenic formula enters it.
import numpy as np
import sympy as sp
import mpmath as mp
from math import factorial, sqrt, acos, cos, pi, exp
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.constants import physical_constants as pc
from sympy.physics.hydrogen import R_nl

r = sp.symbols('r', positive=True)
cos3theta = 5/(3*sqrt(6))
theta = acos(cos3theta)/3
# name: n, l, norm constant, polynomial p, nodes, maxima, polynomial whose roots are the maxima
states = {
    '2s': (2, 0, 1/(2*sp.sqrt(2)), r*(2-r), [2.0], [3-sqrt(5), 3+sqrt(5)], r**2-6*r+4),
    '2p': (2, 1, 1/(2*sp.sqrt(6)), r**2, [], [4.0], r-4),
    '3s': (3, 0, 2/(81*sp.sqrt(3)), r*(27-18*r+2*r**2), [(9-3*sqrt(3))/2, (9+3*sqrt(3))/2],
           sorted(6+3*sqrt(6)*cos(theta-2*pi*j/3) for j in range(3)), 2*r**3-36*r**2+135*r-81),
    '3p': (3, 1, 4/(81*sp.sqrt(6)), r**2*(6-r), [6.0], [3.0, 12.0], r**2-15*r+36),
    '3d': (3, 2, 4/(81*sp.sqrt(30)), r**3, [], [9.0], r-9)}
TOL = 1e-6   # round-off of the generalized eigenproblem and its derivatives, with margin


def galerkin(l, index, Z, m, box, N=100):
    x, w = leg.leggauss(N+20)
    rr, w = box*(x+1)/2, w*box/2
    vander, k = leg.legvander(x, N+1), np.arange(N)
    s = 1/np.sqrt(4*k+6)
    phi = (vander[:, :N]-vander[:, 2:])*s
    dphi = -(2*k+3)*vander[:, 1:N+1]*s*2/box
    pot = l*(l+1)/(2*m*rr**2)-Z/rr
    H = dphi.T@(w[:, None]*dphi)/(2*m)+phi.T@((w*pot)[:, None]*phi)
    S = phi.T@(w[:, None]*phi)
    E, vec = eigh(H, S)
    c = np.zeros(N+2)
    c[:N] += vec[:, index]*s
    c[2:] -= vec[:, index]*s
    u = leg.Legendre(c, domain=[0, box])
    return E[index], (u if u(0.2) > 0 else -u)


def crossings(f, end, kind=0):   # kind: 0 all, -1 falling through zero, +1 rising
    g = np.linspace(0.0503, end, 3001)
    v = f(g)
    return [brentq(f, g[i], g[i+1], xtol=1e-13) for i in range(len(g)-1)
            if v[i]*v[i+1] < 0 and kind*v[i+1] >= 0]


def close(a, b, tol=TOL):
    return len(a) == len(b) and all(abs(x-y) < tol for x, y in zip(a, b))


def tail(poly, b, a):   # closed form of the integral of poly(r) exp(-b r) from a to infinity
    return sum(float(c)*exp(-b*a)*sum(factorial(k)/factorial(j)*a**j/b**(k-j+1) for j in range(k+1))
               for (k,), c in sp.Poly(sp.expand(poly), r).terms())


def fmt(vals, d=4):
    return ', '.join(f'{v:.{d}f}' for v in vals) if len(vals) else 'none'


# a series that does not terminate makes u grow like exp(+kappa r)
mp.mp.dps = 50
kappa, c, big = mp.mpf(1)/mp.mpf('2.3'), mp.mpf(1), mp.mpf(200)
pv = dpv = mp.mpf(0)
for k in range(1, 900):
    pv, dpv = pv+c*big**k, dpv+k*c*big**(k-1)
    c *= 2*(kappa*k-1)/(k*(k+1))
assert abs((dpv/pv-kappa)/kappa-1) < 0.05   # power-law prefactor gives about 3 percent here

a0 = pc['Bohr radius'][0]*1e12
mH = 1/(1+1/pc['proton-electron mass ratio'][0])
mHe = 1/(1+1/pc['alpha particle-electron mass ratio'][0])
print(f'Bohr radius = {a0:.4f} pm')
print(f'mu/m_e: 1H {mH:.6f}, 4He+ {mHe:.6f}; m_e/mu: 1H {1/mH:.6f} (dimensionless)')
print(f'sqrt5 = {sqrt(5):.4f}, 3 sqrt3/2 = {1.5*sqrt(3):.4f}, 3 sqrt6 = {3*sqrt(6):.4f} (bohr)')
print(f'cos 3theta = {cos3theta:.5f}, 3theta = {3*theta:.5f} rad, theta = {theta:.5f} rad')
print('cos(theta - 2 pi j/3), j=0,1,2:', fmt([cos(theta-2*pi*j/3) for j in range(3)], 5))

worst = 0.0
found = {}
for name, (n, l, norm, p, nodes, maxima, cond) in states.items():
    # symbolic checks: recurrence, radial equation, norm, condition polynomial
    coef, series = sp.Integer(1), 0
    for k in range(l+1, n+1):
        series += coef*r**k
        coef *= 2*(sp.Rational(k, n)-1)/(k*(k+1)-l*(l+1))
    assert coef == 0 and sp.Poly(series, r).monic() == sp.Poly(p, r).monic()
    us = norm*p*sp.exp(-r/n)
    V = sp.Rational(l*(l+1), 2)/r**2-1/r
    res = -sp.diff(us, r, 2)/2+(V+sp.Rational(1, 2*n*n))*us
    assert sp.simplify(sp.expand(res*sp.exp(r/n))) == 0
    assert sp.simplify(sp.integrate(sp.expand(us**2), (r, 0, sp.oo))-1) == 0
    slope = sp.cancel(sp.expand(sp.diff(us, r)*sp.exp(r/n)/norm)/r**l)
    assert sp.Poly(slope, r).monic() == sp.Poly(cond, r).monic()
    assert sp.degree(cond, r) == n-l == len(nodes)+1 == len(maxima)
    uf, Vf = sp.lambdify(r, us, 'numpy'), sp.lambdify(r, V, 'numpy')
    assert all(abs(float(x*R_nl(n, l, x, 1))-uf(x)) < 1e-12 for x in (0.5, 3.3, 11.0))
    # numerical eigenfunctions for several charges and masses
    for tag, Z, m, box in (('He', 2, mHe, 60.), ('half', 1, 0.5, 190.), ('H', 1, mH, 100.), ('inf', 1, 1., 100.)):
        E, u = galerkin(l, n-l-1, Z, m, box)
        du, end = u.deriv(), 2*Z/abs(E)
        dP = lambda x: 2*u(x)*du(x)
        num_nodes, num_max = crossings(u, end), crossings(dP, end, -1)
        assert abs(E+Z*Z*m/(2*n*n)) < 1e-8
        assert close(num_nodes, [x/(Z*m) for x in nodes])
        assert close(crossings(dP, end, +1), [x/(Z*m) for x in nodes])
        assert close(num_max, [x/(Z*m) for x in maxima])
        found[name, tag] = (num_nodes, num_max)
    # from here on E, u belong to the fixed-nucleus hydrogen atom
    worst = max([worst]+[abs(a-b) for a, b in zip(num_nodes+num_max, nodes+maxima)])
    grid = np.linspace(0.1, 40, 400)
    assert np.max(np.abs(u(grid)-uf(grid))) < TOL
    heights = [uf(x)**2 for x in maxima]
    assert abs(np.max(u(np.linspace(0, 60, 60001))**2)-heights[-1]) < TOL
    assert np.argmax(heights) == len(heights)-1
    curv = [4*uf(x)**2*(Vf(x)+1/(2*n*n)) for x in maxima]
    assert close(curv, [2*du(x)**2+2*u(x)*u.deriv(2)(x) for x in num_max]) and max(curv) < 0
    turn = [n*n-n*sqrt(n*n-l*(l+1)), n*n+n*sqrt(n*n-l*(l+1))]
    assert all(abs(Vf(t)-E) < TOL for t in turn if t > 0)
    assert turn[0] < min(num_max) and max(num_max) < turn[1]
    tails = [tail(norm**2*p**2, 2/n, a) for a in [0.0]+nodes]+[0.0]
    lobes = [tails[i]-tails[i+1] for i in range(n-l)]
    edges = [0.0]+num_nodes+[100.0]
    assert close(lobes, [quad(lambda x: u(x)**2, edges[i], edges[i+1], limit=200)[0] for i in range(n-l)])
    mean = tail(norm**2*p**2*r, 2/n, 0.0)
    assert abs(mean-quad(lambda x: x*u(x)**2, 0, 100, limit=200)[0]) < 1e-5 and mean > num_max[-1]
    if name in ('2s', '2p'):
        stat = crossings(lambda x: x*du(x)-u(x), 16.0)   # zeros of R'
        assert close(stat, [4.0 if l == 0 else 2.0])
        found[name, 'R'] = (stat[0], (u(stat[0])/stat[0])**2, du(0.0)**2)
    if name == '2s':
        assert abs(quad(lambda x: u(x)**2, 0, num_nodes[0])[0]-(1-7*exp(-2))) < TOL
    print(f'{name}: E = {E:.6f} hartree, norm constant = {float(norm):.6f} (a.u.)')
    print(f'  nodes: {fmt(nodes)} bohr; maxima of P: {fmt(maxima)} bohr')
    print(f'  P at maxima: {fmt(heights)} 1/bohr')
    print(f"  P'' at maxima: {fmt(curv, 5)} 1/bohr^3")
    print(f'  lobe probabilities: {fmt(lobes)} (dimensionless)')
    print(f'  turning points: {fmt(turn)} bohr; <r> = {mean:.4f} bohr')

x2s, R2_local, R2_origin = found['2s', 'R']
assert abs(R2_local-exp(-4)/2) < TOL and abs(R2_origin-0.5) < TOL
print(f'largest gap, closed form vs diagonalization, positions: {worst:.0e} bohr')
print(f'2s R^2: local max at {x2s:.4f} bohr, value {R2_local:.5f}; origin {R2_origin:.5f} 1/bohr^3')
print(f"2p R^2: max at {found['2p', 'R'][0]:.4f} bohr")
for tag, label in (('inf', 'fixed nucleus'), ('H', '1H reduced mass')):
    a, b, cc = found['2s', tag][1][-1], found['2p', tag][1][0], found['3s', tag][0]
    print(f'{label}: 2s outer max {a:.4f} bohr = {a*a0:.2f} pm; 2p max {b:.4f} bohr = {b*a0:.2f} pm')
    print(f'{label}: 3s nodes {fmt(cc)} bohr = {fmt([x*a0 for x in cc], 2)} pm')
a = found['2s', 'He'][1][-1]
print(f'4He+: 2s outer max {a:.4f} bohr = {a*a0:.2f} pm')
print('success')
```

Running it gives:

```
Bohr radius = 52.9177 pm
mu/m_e: 1H 0.999456, 4He+ 0.999863; m_e/mu: 1H 1.000545 (dimensionless)
sqrt5 = 2.2361, 3 sqrt3/2 = 2.5981, 3 sqrt6 = 7.3485 (bohr)
cos 3theta = 0.68041, 3theta = 0.82247 rad, theta = 0.27416 rad
cos(theta - 2 pi j/3), j=0,1,2: 0.96265, -0.24686, -0.71579
2s: E = -0.125000 hartree, norm constant = 0.353553 (a.u.)
  nodes: 2.0000 bohr; maxima of P: 0.7639, 5.2361 bohr
  P at maxima: 0.0519, 0.1910 1/bohr
  P'' at maxima: -0.24590, -0.05040 1/bohr^3
  lobe probabilities: 0.0527, 0.9473 (dimensionless)
  turning points: 0.0000, 8.0000 bohr; <r> = 6.0000 bohr
2p: E = -0.125000 hartree, norm constant = 0.204124 (a.u.)
  nodes: none bohr; maxima of P: 4.0000 bohr
  P at maxima: 0.1954 1/bohr
  P'' at maxima: -0.04884 1/bohr^3
  lobe probabilities: 1.0000 (dimensionless)
  turning points: 1.1716, 6.8284 bohr; <r> = 5.0000 bohr
3s: E = -0.055556 hartree, norm constant = 0.014256 (a.u.)
  nodes: 1.9019, 7.0981 bohr; maxima of P: 0.7400, 4.1859, 13.0740 bohr
  P at maxima: 0.0148, 0.0387, 0.1015 1/bohr
  P'' at maxima: -0.07688, -0.02837, -0.00850 1/bohr^3
  lobe probabilities: 0.0143, 0.1004, 0.8852 (dimensionless)
  turning points: 0.0000, 18.0000 bohr; <r> = 13.5000 bohr
3p: E = -0.055556 hartree, norm constant = 0.020160 (a.u.)
  nodes: 6.0000 bohr; maxima of P: 3.0000, 12.0000 bohr
  P at maxima: 0.0401, 0.1018 1/bohr
  P'' at maxima: -0.02673, -0.00848 1/bohr^3
  lobe probabilities: 0.1107, 0.8893 (dimensionless)
  turning points: 1.0627, 16.9373 bohr; <r> = 12.5000 bohr
3d: E = -0.055556 hartree, norm constant = 0.009016 (a.u.)
  nodes: none bohr; maxima of P: 9.0000 bohr
  P at maxima: 0.1071 1/bohr
  P'' at maxima: -0.00793 1/bohr^3
  lobe probabilities: 1.0000 (dimensionless)
  turning points: 3.8038, 14.1962 bohr; <r> = 10.5000 bohr
largest gap, closed form vs diagonalization, positions: 3e-11 bohr
2s R^2: local max at 4.0000 bohr, value 0.00916; origin 0.50000 1/bohr^3
2p R^2: max at 2.0000 bohr
fixed nucleus: 2s outer max 5.2361 bohr = 277.08 pm; 2p max 4.0000 bohr = 211.67 pm
fixed nucleus: 3s nodes 1.9019, 7.0981 bohr = 100.65, 375.61 pm
1H reduced mass: 2s outer max 5.2389 bohr = 277.23 pm; 2p max 4.0022 bohr = 211.79 pm
1H reduced mass: 3s nodes 1.9030, 7.1019 bohr = 100.70, 375.82 pm
4He+: 2s outer max 2.6184 bohr = 138.56 pm
success
```
